# Critical temperature and miscibility gap of a symmetric binary regular solution: verification in Python

```python
"""Critical temperature of a symmetric binary regular solution.

Result under test: for the free energy of mixing per atom
    f(x, T) = W x (1-x) + k T [x ln x + (1-x) ln(1-x)],   W > 0,
the miscibility gap closes at T_c = W / (2 k), at x = 1/2.
x: fraction of A atoms on the mixing sites; W: mixing parameter (eV);
k: Boltzmann constant (eV/K); T: temperature (K).
Binodal: compositions of coexisting phases. Spinodal: zero curvature of f.
"""
import numpy as np
from scipy.constants import physical_constants, e, N_A
from scipy.optimize import brentq
from scipy.special import gammaln, xlogy

k = physical_constants["Boltzmann constant in eV/K"][0]
W = 0.200
Tc = W / (2 * k)


def free_energy(x, T, entropy_share=1.0):
    entropy_term = xlogy(x, x) + xlogy(1 - x, 1 - x)
    return W * x * (1 - x) + entropy_share * k * T * entropy_term


def highest_true(condition, low, high):
    """Bisection for the temperature at which a condition stops holding."""
    assert condition(low) and not condition(high)
    for _ in range(50):
        middle = 0.5 * (low + high)
        if condition(middle):
            low = middle
        else:
            high = middle
    return 0.5 * (low + high)


def binodal(T):
    m = brentq(lambda u: u - np.tanh(u * Tc / T), 1e-6, 1.0, xtol=1e-14)
    return (1 - m) / 2


def spinodal(T):
    return (1 - np.sqrt(1 - T / Tc)) / 2


print(f"Mixing parameter W = {W:.3f} eV per mixing atom")
print(f"W per mole of mixing atoms = {W * e * N_A / 1000:.2f} kJ/mol")
print(f"Boltzmann constant k = {k:.6e} eV/K")
print(f"Critical temperature W/(2k) = {Tc:.1f} K")

# Entropy per atom: exact count of arrangements against the limiting formula.
N, x = 10**6, 0.3
n = round(N * x)
counted = (gammaln(N + 1) - gammaln(n + 1) - gammaln(N - n + 1)) / N
formula = -(xlogy(x, x) + xlogy(1 - x, 1 - x))
assert abs(counted - formula) < 1e-5  # Stirling remainder is of order ln(N)/N
print(f"Entropy/k at x=0.30: counted, N=10^6: {counted:.5f}; formula: {formula:.5f}")

# Unlike bonds averaged over every occupation of a periodic 4 x 4 lattice.
states = (np.arange(2**16)[:, None] >> np.arange(16)) & 1
lattice = states.reshape(-1, 4, 4)
unlike = sum((lattice != np.roll(lattice, 1, axis=a)).sum(axis=(1, 2)) for a in (1, 2))
number_A = states.sum(axis=1)
for n in range(17):
    mean_bonds = unlike[number_A == n].mean() / 16
    y = n / 16
    assert abs(mean_bonds - 4 * y * (1 - y) * 16 / 15) < 1e-12
    if n == 8:
        print(f"Unlike bonds per site, 4x4 lattice, x=1/2: {mean_bonds:.4f}")
        print(f"  same without the finite-size factor 16/15: {mean_bonds*15/16:.4f}")

# Loss of convexity seen in sampled free energies, without derivatives.
coarse = np.linspace(0, 1, 201)


def second_differences(T, share=1.0):
    return np.diff(free_energy(coarse, T, share), 2)


Tc_sampled = highest_true(lambda T: second_differences(T).min() < 0, 100, 5000)
first_x = coarse[1 + np.argmin(second_differences(0.9999 * Tc_sampled))]
assert abs(Tc_sampled / Tc - 1) < 1e-4  # grid error is about 2e-5
assert abs(first_x - 0.5) < 1e-9
print(f"Critical temperature from sampled f = {Tc_sampled:.1f} K at x = {first_x:.3f}")

# Only half of all atoms mix: energy W x(1-x) per atom, half the entropy.
Tc_half = highest_true(lambda T: second_differences(T, 0.5).min() < 0, 100, 5000)
assert abs(Tc_half / (W / k) - 1) < 1e-4
print(f"Same W per atom of both sublattices, half mixing: Tc = {Tc_half:.1f} K")

# Equal interaction of all pairs: exact weights of n A atoms among N.
for N in (200, 2000):
    n = np.arange(N + 1)
    log_count = gammaln(N + 1) - gammaln(n + 1) - gammaln(N - n + 1)

    def two_peaks(T):
        log_weight = log_count - W * n * (N - n) / (N * k * T)
        return log_weight.max() > log_weight[N // 2] + 1e-11

    T_split = highest_true(two_peaks, 300, 3000)
    assert abs(T_split / Tc - 1) < 2 / N  # finite-size shift is of order 1/N
    print(f"Composition distribution splits, N={N}: T = {T_split:.2f} K")

# Short-range bonds on the square lattice, W = 4 w, by strips of two widths.
# An unlike bond costs w = 2 J in spin language, so J = W / 8.


def inverse_correlation_length(width, t):
    spins = 2 * ((np.arange(2**width)[:, None] >> np.arange(width)) & 1) - 1
    within = (spins * np.roll(spins, 1, axis=1)).sum(axis=1)
    between = spins @ spins.T
    matrix = np.exp((between + 0.5 * (within[:, None] + within[None, :])) / t)
    values = np.linalg.eigvalsh(matrix)
    return np.log(values[-1] / values[-2])


t_square = brentq(lambda t: 6 * inverse_correlation_length(6, t)
                  - 8 * inverse_correlation_length(8, t), 1.8, 3.0, xtol=1e-6)
assert abs(t_square / (2 / np.log(1 + np.sqrt(2))) - 1) < 0.01  # narrow strips
assert t_square / 8 < 0.3
print(f"Square lattice with correlations: k Tc / W = {t_square / 8:.3f}")
print(f"Random mixing: k Tc / W = {k * Tc_sampled / W:.3f}")

# Coexisting phases from the lower convex hull of sampled free energies.
fine = np.linspace(0, 1, 10001)


def lower_hull(T):
    values = free_energy(fine, T)
    hull = []
    for i in range(len(fine)):
        while len(hull) > 1:
            a, b = hull[-2], hull[-1]
            turn = ((fine[b] - fine[a]) * (values[i] - values[a])
                    - (values[b] - values[a]) * (fine[i] - fine[a]))
            if turn > 0:
                break
            hull.pop()
        hull.append(i)
    return fine[hull], values[hull]


for T in (600, 900, 1100):
    hx, hf = lower_hull(T)
    gap = np.argmax(np.diff(hx))
    xb, xs = binodal(T), spinodal(T)
    assert abs(hx[gap] - xb) < 2e-4 and abs(hx[gap + 1] - (1 - xb)) < 2e-4
    bends = np.diff(free_energy(fine, T), 2)
    negative = fine[1:-1][bends < 0]
    assert abs(negative[0] - xs) < 2e-4 and abs(negative[-1] - (1 - xs)) < 2e-4
    print(f"T={T} K: binodal x = {xb:.4f}, {1-xb:.4f}; spinodal x = {xs:.4f}, {1-xs:.4f}")

hx, hf = lower_hull(1250)
assert np.diff(hx).max() < 1.5e-4  # no gap above the critical temperature
step = fine[1] - fine[0]
curvature = (np.diff(free_energy(fine, 1250), 2) / step**2).min()
assert abs(curvature - (4 * k * 1250 - 2 * W)) < 1e-5
print(f"T=1250 K: smallest curvature of f = {curvature:.4f} eV")

# Width of the gap close to the critical temperature.
t = 0.001
m_near = 1 - 2 * binodal((1 - t) * Tc)
assert abs(m_near / np.sqrt(3 * t) - 1) < 2 * t
print(f"Gap width at T=0.999 Tc: {m_near:.5f}; square-root law: {np.sqrt(3*t):.5f}")

# Films at 900 K: small composition waves and full separation.
T = 900
xb = binodal(T)
hx, hf = lower_hull(T)
print(f"At 900 K: kT = {k*T*1000:.3f} meV, T/Tc = {T/Tc:.4f}")
outcomes = []
for x in (0.05, 0.20, 0.30):
    f0 = free_energy(x, T)
    small = (free_energy(x - 0.01, T) + free_energy(x + 0.01, T)) / 2 - f0
    gain = f0 - np.interp(x, hx, hf)
    outcomes.append((small > 0, gain > 1e-6))
    print(f"x={x:.2f}: f = {f0*1000:.3f} meV; split by +-0.01 changes f by {small*1e6:.3f} ueV")
    print(f"  gain by full separation = {abs(gain)*1000:.3f} meV per atom")
assert outcomes == [(True, False), (True, True), (False, True)]
assert abs(gain - (free_energy(0.30, T) - free_energy(xb, T))) < 1e-7
rich = (0.30 - xb) / (1 - 2 * xb)
print(f"x=0.30: fraction of atoms in A-rich phase = {rich:.4f}, A-poor = {1-rich:.4f}")
print(f"f of the coexisting phases at 900 K = {free_energy(xb, T)*1000:.3f} meV")

# Negative free energy of mixing does not ensure miscibility.
T_zero = brentq(lambda T: free_energy(0.5, T), 100, 3000)
assert abs(T_zero - W / (4 * k * np.log(2))) < 1e-6
f_half = free_energy(0.5, T)
assert T_zero < T < Tc and f_half < 0 and free_energy(xb, T) < f_half
print(f"f(1/2) changes sign at T = {T_zero:.1f} K")
print(f"At 900 K: W/4 = {W/4*1000:.3f} meV, kT ln 2 = {k*T*np.log(2)*1000:.3f} meV")
print(f"f(1/2) at 900 K = {f_half*1000:.3f} meV")

print("verified")
```

Running it gives:

```
Mixing parameter W = 0.200 eV per mixing atom
W per mole of mixing atoms = 19.30 kJ/mol
Boltzmann constant k = 8.617333e-05 eV/K
Critical temperature W/(2k) = 1160.5 K
Entropy/k at x=0.30: counted, N=10^6: 0.61086; formula: 0.61086
Unlike bonds per site, 4x4 lattice, x=1/2: 1.0667
  same without the finite-size factor 16/15: 1.0000
Critical temperature from sampled f = 1160.4 K at x = 0.500
Same W per atom of both sublattices, half mixing: Tc = 2320.9 K
Composition distribution splits, N=200: T = 1166.24 K
Composition distribution splits, N=2000: T = 1161.03 K
Square lattice with correlations: k Tc / W = 0.284
Random mixing: k Tc / W = 0.500
T=600 K: binodal x = 0.0247, 0.9753; spinodal x = 0.1525, 0.8475
T=900 K: binodal x = 0.1280, 0.8720; spinodal x = 0.2631, 0.7369
T=1100 K: binodal x = 0.3065, 0.6935; spinodal x = 0.3859, 0.6141
T=1250 K: smallest curvature of f = 0.0309 eV
Gap width at T=0.999 Tc: 0.05475; square-root law: 0.05477
At 900 K: kT = 77.556 meV, T/Tc = 0.7756
x=0.05: f = -5.896 meV; split by +-0.01 changes f by 62.163 ueV
  gain by full separation = 0.000 meV per atom
x=0.20: f = -6.809 meV; split by +-0.01 changes f by 4.244 ueV
  gain by full separation = 0.538 meV per atom
x=0.30: f = -5.376 meV; split by +-0.01 changes f by -1.532 ueV
  gain by full separation = 1.971 meV per atom
x=0.30: fraction of atoms in A-rich phase = 0.2312, A-poor = 0.7688
f of the coexisting phases at 900 K = -7.347 meV
f(1/2) changes sign at T = 837.1 K
At 900 K: W/4 = 50.000 meV, kT ln 2 = 53.758 meV
f(1/2) at 900 K = -3.758 meV
verified
```
